# Strain weighting in variable-cell paths: what changes and what does not

In a model of polarization reversal in one 12-atom cell of a hafnia-like ferroelectric, the strain halfway to the polar state depends on a setting of the path search. With the polar displacement at 0.05 nm and no applied field, the minimum-energy path has a strain of 0.449 %, 0.253 % or 0.050 % when the length that converts strain into distance is 0.258, 0.774 or 2.323 nm. Yet at 1 MV/cm, path searches with these three lengths all give a barrier of 0.3584 eV. The theorem below explains both facts and states what "the barrier" must mean for the second to hold.

## Setting and assumptions

A configuration is $x=(R,\eta)$. Here $R$ collects the atomic displacements left after the homogeneous deformation of the cell is taken out, and $\eta$ is the symmetric strain. Rigid translations and rotations are removed. The configurations form a connected open set of dimension $N_d$. The function $E(x)$ is the energy, or the enthalpy at given stress and electric field; these are held fixed whenever metrics are compared.

The path metric is

$$ds^2=|dR|^2+J^2|d\eta|^2,\qquad G=\begin{pmatrix}1&0\\0&J^2\end{pmatrix},\qquad J>0 .$$

The length $J$ is needed because strain has no unit of length. A usual choice is $J=V^{1/3}N^{1/6}$ for a cell of volume $V$ with $N$ atoms. Steepest descent in this metric is

$$\dot x=-G^{-1}\nabla E,\qquad \dot R=F,\quad \dot\eta=S/J^2, \tag{1}$$

with forces $F=-\partial E/\partial R$ and generalized stress $S=-\partial E/\partial\eta$. The parameter $t$ only labels points on the line; it is not physical time.

The index of a stationary point is its number of unstable directions. A saddle of index 1 has one, so two descent branches leave it, in opposite directions. A *minimum-energy path* (MEP) is a chain of such branches, joined at stationary points, that connects two minima.

I assume:

- (A1) $E$ is smooth, and each set $\{E\le c\}$ is compact.
- (A2) There are finitely many stationary points, all with an invertible Hessian $H$.
- (A3) No descent branch of an index-1 saddle ends at a stationary point of index 2 or more.

Condition (A3) excludes an exceptional case: the points that flow into such a stationary point form a set at least two dimensions short of the full space, which a single line meets only by accident or when symmetry forces it there.

For two minima $a\ne b$, the minimax level and the barrier are

$$c^*=\inf_{\gamma:a\to b}\ \max_{x\in\gamma}E(x),\qquad \Delta E=c^*-E(a). \tag{2}$$

## Theorem

1. Stationary points, their energies and their indices do not depend on $J$.
2. The barrier (2) does not depend on $J$, and for every $J$ satisfying (A3) some MEP attains it, at an index-1 saddle.
3. A descent line for $J_1$ is also a descent line for $J_2\neq J_1$ if and only if either $S=0$ all along it, so that atoms alone move, or $F=0$ all along it, so that strain alone changes.

Part 3 says exactly when the path changes with $J$: every descent line along which both atoms and strain move is replaced by another.

## Proof of part 1

Since $G$ is invertible, $G^{-1}\nabla E=0$ holds exactly when $\nabla E=0$. This condition, and the value of $E$ there, contain no $J$.

Near a stationary point $x_0$, put $x=x_0+\xi$. Then $\nabla E=H\xi$ to first order and $\dot\xi=-G^{-1}H\xi$. The modes obey

$$Hv=\lambda Gv. \tag{3}$$

With $w=G^{1/2}v$, multiplication by $G^{-1/2}$ from the left gives

$$G^{-1/2}HG^{-1/2}\,w=\lambda w .$$

The matrix on the left is symmetric, so its number of negative eigenvalues is the largest dimension of a subspace on which $w^{T}G^{-1/2}HG^{-1/2}w<0$. This quadratic form equals $v^THv$, and $w\mapsto v=G^{-1/2}w$ maps subspaces to subspaces of the same dimension. The number is therefore that of $H$ itself. ∎

The signs of $\lambda$ are invariant, but the values of $\lambda$ and the directions $v$ are not. The unstable direction at a saddle can turn with $J$, and an eigenvalue from (3) is in general not the square of a vibration frequency unless $G$ is the mass matrix (for an unstable mode that frequency is imaginary).

The argument also covers a smooth, position-dependent $G(x)$. The derivative of $G^{-1}$ enters the linearization multiplied by $\nabla E$, which vanishes at $x_0$.

## Proof of part 2

The definition (2) contains no metric, so $c^*$ cannot depend on $J$. What needs proof is that an MEP, which does depend on $J$, reaches this level and no higher.

**Lemma 1.** Every descent line ends at a stationary point, and $E$ falls strictly along it.

*Proof.* From (1),

$$\frac{dE}{dt}=\nabla E^T\dot x=-\nabla E^TG^{-1}\nabla E, \tag{4}$$

which is negative wherever $\nabla E\neq0$. The line stays in a compact set by (A1), so $E$ tends to a limit and the line has limit points. The flow carries limit points to limit points, and $E$ has the same value on all of them. By (4) they are then stationary. The limit points of a bounded line form a connected set, and by (A2) stationary points are isolated, so there is one limit point. ∎

**Lemma 2.** If two minima lie in the same connected component $U$ of $\{E<c\}$, an MEP inside $U$ joins them.

*Proof.* Descent lines that start in $U$ stay in $U$ and end there, because $E$ falls. Put two minima of $U$ into one class if an MEP inside $U$ joins them. The two branches of an index-1 saddle $s$ in $U$ lead to minima, either directly or, by (A3), through lower index-1 saddles. These minima are joined through $s$, so $s$ belongs to one definite class.

For each class $C$, let $O_C$ be the set of points of $U$ that flow to a minimum or an index-1 saddle of class $C$. Sets of different classes are disjoint.

*Each $O_C$ is open.* Points flowing to a minimum have neighbours that flow to the same minimum. For points flowing to a saddle $s$, proceed upward in the energy of $s$. Choose a point $p_\pm$ on each branch of $s$. It flows to a minimum or a lower saddle of class $C$, so by the previous steps a whole neighbourhood of $p_\pm$ lies in $O_C$. Now let $x$ flow to $s$. A point close to $x$ is carried close to $s$. There its stable components decay and its single unstable component grows. Either that component is absent and the point flows to $s$, or the point leaves near $p_+$ or $p_-$. In each case it belongs to $O_C$.

*A path can avoid the remaining points.* The points of $U$ outside all $O_C$ flow to stationary points of index $k\ge2$. They form smooth sets $W$ of dimension $N_d-k\le N_d-2$. Take a smooth path $\gamma(\tau)$ in $U$ between the two minima and shift it by a small constant vector $u$. It meets $W$ only if $u=w-\gamma(\tau)$ for some $w\in W$. Such vectors are described by at most $(N_d-2)+1=N_d-1$ parameters, so they fill no volume, and arbitrarily small shifts avoid them all.

The shifted path still lies in $U$, and its ends still flow to the two original minima. It is connected and covered by the disjoint open sets $O_C$, so it lies in one of them. The two minima belong to the same class. ∎

*Conclusion.* Choose $c>c^*$ so that no stationary point has an energy strictly between $c^*$ and $c$; (A2) permits this. By (2) some path from $a$ to $b$ stays below $c$, so $a$ and $b$ lie in one component of $\{E<c\}$. Lemma 2 supplies an MEP there. By Lemma 1 its highest point is an index-1 saddle, whose energy is below $c$ and hence at most $c^*$. The MEP is itself a path from $a$ to $b$, so its maximum is at least $c^*$. The two are equal. ∎

## Proof of part 3

Suppose one curve is a descent line for both weights. At each of its points the two velocities in (1) have the same direction:

$$(F,\;S/J_1^2)=k\,(F,\;S/J_2^2),\qquad k>0 .$$

If $F\neq0$, the first entry gives $k=1$, and the second gives $S(J_1^{-2}-J_2^{-2})=0$, so $S=0$. Hence $F=0$ or $S=0$ at each point. Both cannot vanish, since the interior of a descent line contains no stationary point. The subsets with $F=0$ and with $S=0$ are closed, disjoint and cover the line. As the line is connected, one of them is the whole line.

Conversely, if $S=0$ along a line for $J_1$, its velocity is $(F,0)$, which is also the velocity for $J_2$. If $F=0$, the velocities $(0,S/J_1^2)$ and $(0,S/J_2^2)$ are parallel and trace the same curve. ∎

Coupling between strain and displacement is therefore not enough to make the path change; there must be stress on the path. Consider

$$E=-\tfrac12AQ^2+\tfrac14BQ^4+\tfrac12K\eta^2+\tfrac12h\eta^2Q^2 ,$$

with positive constants. The stress $-(K+hQ^2)\eta$ vanishes at $\eta=0$, so the path between the two minima is the same straight line for every $J$. With $h=5000$ eV/nm² and the other constants given below, chains of images started with a bow of 1 % strain relaxed, for all three $J$, to strains below $10^{-27}$.

## A saddle may drain elsewhere

The theorem does not say that a given saddle always connects the same two minima. Take a dimensionless atomic coordinate $x$ and strain coordinate $y$, with $s=x+y$, $d=x-y$ and

$$E=(s^2-1)^2+(s+\tfrac12)d^2+d^4 .$$

The point $(s,d)=(1,0)$ is a minimum with $E=0$. At the origin $E=1$, $E_{ss}=-4$ and $E_{dd}=1$, so it is an index-1 saddle. At $(-1,0)$ one finds $E=0$, $E_{ss}=8$ and $E_{dd}=-1$, a second saddle. It separates two lower wells at $d=\pm0.516$.

Let the metric be $dx^2+\omega\,dy^2$. Then $\dot x=-(E_s+E_d)$ and $\dot y=-(E_s-E_d)/\omega$. On the line $d=0$, where $E_d=0$,

$$\dot d=\dot x-\dot y=-\left(1-\frac1\omega\right)E_s,\qquad E_s=4s(s^2-1)>0\ \text{ for }-1<s<0 .$$

For $\omega>1$ the descent is pushed to negative $d$, for $\omega<1$ to positive $d$. Followed numerically, the branch from the origin ends at $d=-0.516$ for $\omega=2$ and at $d=+0.516$ for $\omega=\tfrac12$. At $\omega=1$ symmetry keeps it on $d=0$, and it runs into the second saddle.

The barriers do not move. Every path from the upper minimum to either well crosses $s=0$, where $E=1+\tfrac12d^2+d^4\ge1$, so both barriers equal 1. For $\omega=2$, the MEP to the well at positive $d$ passes the origin, the other well and the second saddle. It has an extra intermediate minimum but the same highest point.

For computed paths this means that two searches with different $J$ must give the same barrier if their highest points are the same saddle. If they settle on different saddles, their barriers may differ. The lower one is then the better upper bound on $\Delta E$, and the difference is not an effect of the metric on the energy of a saddle.

## The ferroelectric cell

Let four oxygen atoms each move by $Q/2$, so that the norm of their joint displacement is $\sqrt{4(Q/2)^2}=Q$. With one strain component $\eta$,

$$E=-\tfrac12AQ^2+\tfrac14BQ^4+\tfrac12K\eta^2-g\eta Q^2-fQ. \tag{5}$$

The parameters are $A=160$ eV/nm², $B=17000$ eV/nm⁴ and $g=330$ eV/nm². A modulus of 200 GPa times a cell volume of 0.134 nm³ gives $K=167.3$ eV. With an effective charge of $2.5e$ per oxygen the dipole is $4(2.5e)(Q/2)=5eQ$, so a field of 1 MV/cm, or 0.1 V/nm, gives $f=0.5$ eV/nm.

**Barrier without a field.** Zero stress requires $K\eta=gQ^2$. Inserting $\eta=gQ^2/K$ in (5) at $f=0$, the strain terms add up to $\tfrac12g^2Q^4/K-g^2Q^4/K=-\tfrac12g^2Q^4/K$, and

$$E=-\tfrac12AQ^2+\tfrac14B'Q^4,\qquad B'=B-\frac{2g^2}{K} .$$

For $B'>0$ the minima lie at $Q_0^2=A/B'$, with energy $-A^2/2B'+A^2/4B'=-A^2/4B'$. Every path between them crosses $Q=0$, where $E=\tfrac12K\eta^2\ge0$, and equality is reached at the saddle $Q=\eta=0$. Hence

$$\Delta E=\frac{A^2}{4B'}=\frac{160^2}{4(17000-1302)}\ \text{eV}=0.4077\ \text{eV}.$$

The minima have $Q_0=0.1010$ nm and a strain of 2.01 %. Raising a level on an energy grid until the two minima join, which uses no metric, also gives 0.4077 eV.

**Path without a field.** Equations (1) become

$$\dot Q=AQ-BQ^3+2g\eta Q,\qquad \dot\eta=\frac{gQ^2-K\eta}{J^2}.$$

Near the saddle try $\eta=cQ^2$. To lowest order $\dot Q=AQ$, so $\dot\eta=2cQ\dot Q=2cAQ^2$. Equating this to $(g-Kc)Q^2/J^2$ gives $2cAJ^2=g-Kc$, or

$$c=\frac{g}{K+2AJ^2}. \tag{6}$$

The barrier has no $J$; the curvature of the path has. For $J=0.774$ nm, $c=330/(167.3+191.9)=0.919$ nm⁻². At $Q=0.05$ nm the lowest order predicts a strain of $0.919\times0.0025=0.230$ %. The followed path has 0.253 %, so the higher orders matter there.

For $J\to0$, $c\to g/K$: the strain follows the atoms without stress, and at $Q=0.05$ nm it would be 0.493 %. For $J\to\infty$, $c\to0$: the atoms first relax at almost zero strain to $Q^2=A/B$, and the strain then grows slowly while the atoms follow it with $Q^2=(A+2g\eta)/B$. The end point is the same minimum.

This second limit is not a clamped cell. Fixing $\eta=0$ removes the strained minima from the landscape and gives $A^2/4B=0.3765$ eV, 8 % below the free-cell barrier. A heavy strain weight delays the strain but does not forbid it.

The energy between the ends does depend on the path. At fixed $Q$, (5) is quadratic in $\eta$, so a path lies above the relaxed strain by $\tfrac12K(\eta-gQ^2/K)^2$. For $J=0.774$ nm and $Q=0.05$ nm this is

$$\tfrac12(167.3\ \text{eV})(0.00493-0.00253)^2\approx0.48\ \text{meV}.$$

It is 0.016 meV for the small weight and 1.64 meV for the large one. Energy profiles between stationary points are thus not invariant, though the differences stay small beside the barrier: the largest excess, for the large weight near $Q=0.094$ nm, is 15 meV.

**With a field.** At 1 MV/cm the saddle moves to $Q_s=-0.00313$ nm. The second row of (3), for $v=(1,\sigma)$, reads $-2gQ_s+K\sigma=\lambda J^2\sigma$, so the slope of the path at the saddle is

$$\sigma=\frac{d\eta}{dQ}=\frac{2gQ_s}{K-\lambda J^2}.$$

With the negative eigenvalue $\lambda\approx-159.5$ eV/nm², $\sigma$ is $-0.0116$, $-0.0079$ and $-0.0020$ nm⁻¹ for the three weights in rising order. The path turns at the saddle, while the saddle stays.

To second order in $f$, the saddle rises by $f^2/2A$. The starting minimum at $-Q_0$ rises by $fQ_0$ and then relaxes by $f^2/4A$, because the curvature there, with strain relaxed, is $-A+3B'Q_0^2=2A$. Therefore

$$\Delta E\approx0.4077-0.0505+0.0008+0.0004=0.3584\ \text{eV}.$$

Chains of 121 images, started on a straight line between the minima and given no saddle, reach 0.3584 eV for all three $J$. So does the grid search without a metric. The agreement needs a chain dense enough to resolve the saddle, or an image driven to it. With only 8 evenly spaced images the highest one lies at about 0.351, 0.351 and 0.347 eV for the three weights, because $J$ also sets where the images sit along the path.

## What the model means for a device

The parameters are rough values for a hafnia-like cell, not a fit. The polarization of 60 µC/cm² is that of a uniform, fully aligned crystal; polycrystalline films show less, roughly 10 to 30 µC/cm². One assumption that real capacitors clearly break is uniform reversal. In the model the barrier vanishes only at 12.4 MV/cm, above a rough breakdown field of 5 MV/cm and far above coercive fields of roughly 1 MV/cm. A spherical grain 10 nm across holds about 3900 cells, so its coherent reversal would cost $3907\times0.4077\approx1590$ eV without a field and still $3907\times0.3584\approx1400$ eV at 1 MV/cm, against a thermal energy of 0.031 eV at 358 K. Thermally activated switching must therefore take a non-uniform route, such as nucleation and wall motion. The number 0.41 eV does not apply to that route. The theorem can, in a larger cell, but a real crystal does not satisfy (A1) at all energies: it can be pulled apart at finite energy, and in a field ions may move on from cell to cell. Part 2 still holds if the region that can be reached from the two minima without exceeding some level above $c^*$ is compact and satisfies (A2) and (A3).

Two other omissions can be estimated. For a 10 nm film and an assumed effective screening length of 0.01 nm at each electrode, the depolarizing field is about 1.4 MV/cm at full polarization. As it grows in proportion to $Q$, it raises the minima by half of $5e\times0.136\ \text{V/nm}\times0.101\ \text{nm}$, or 0.03 eV, and lowers the zero-field barrier by 8 %. This depends strongly on the electrodes: a screening length of 0.05 nm would formally lower the barrier by 38 %, or by 32 % if a background permittivity of 20, neglected so far, is included. The depolarizing field would then be 5 to 6 MV/cm, at or above the breakdown field, so a uniformly polarized film is not a realistic state in that case. Tunnelling would take over from thermal activation of a single cell only below about 38 K, estimated from the oxygen mass and the curvature $A$. Other atomic modes and strain components are left out, and their effect is not estimated here.

Finally, the thermal spread of the strain of one independent cell at fixed $Q$, $\sqrt{k_BT/K}$, is 1.4 % at 358 K. At equal $Q$, the three zero-field paths differ by up to 0.40 % strain at $Q=0.05$ nm and by up to 1.3 % near $Q=0.095$ nm, which is about as much as the thermal spread. Their separation is a property of the chosen metric, and should not be read as a prediction of how the strain of a cell evolves in time. Further values are in the numerical output below.

## Values computed for the example and the checks

```
A = 160 eV/nm^2, B = 17000 eV/nm^4, g = 330 eV/nm^2
modulus = 200 GPa, cell volume = 0.134 nm^3
atoms per cell = 12, K = 167.27 eV
effective oxygen charge = 2.5 e
usual strain length J = 0.7743 nm
zero field: Q at minimum = 0.10096 nm
zero field: displacement per oxygen = 0.05048 nm
zero field: strain at minimum = 2.011 %
polarization at minimum = 60.4 uC/cm2
zero-field barrier, formula = 0.40770 eV per cell
zero-field barrier, flooding = 0.40770 eV per cell
applied field = 1.0 MV/cm, f = 0.50 eV/nm
saddle in field: Q = -0.003128 nm, strain = 1.930e-05
barrier in field, saddle = 0.35840 eV per cell
barrier in field, flooding = 0.35840 eV per cell
fully relaxed strain at Q = 0.05 nm, zero field = 0.4932 %
J = 0.2581 nm (0.333 of usual):
  zero field: path curvature c = 1.7498 nm^-2
  zero field: strain at Q = 0.05 nm = 0.4490 %
  energy above relaxed strain there = 0.0164 meV
  in field: unstable eigenvalue = -159.538 eV/nm^2
  in field: saddle tangent d(eta)/dQ = -0.01160 nm^-1
  in field: barrier from string = 0.35840 eV per cell
J = 0.7743 nm (1.000 of usual):
  zero field: path curvature c = 0.9189 nm^-2
  zero field: strain at Q = 0.05 nm = 0.2534 %
  energy above relaxed strain there = 0.4811 meV
  in field: unstable eigenvalue = -159.530 eV/nm^2
  in field: saddle tangent d(eta)/dQ = -0.00785 nm^-1
  in field: barrier from string = 0.35840 eV per cell
J = 2.3228 nm (3.000 of usual):
  zero field: path curvature c = 0.1742 nm^-2
  zero field: strain at Q = 0.05 nm = 0.0502 %
  energy above relaxed strain there = 1.6414 meV
  in field: unstable eigenvalue = -159.518 eV/nm^2
  in field: saddle tangent d(eta)/dQ = -0.00201 nm^-1
  in field: barrier from string = 0.35840 eV per cell
biquadratic coupling: largest path strain = 4.4e-28
branching model: d of well, weight 2 = -0.5156
branching model: d of well, weight 1/2 = 0.5156
branching model: minimax barriers = 1.000, 1.000 (saddle 1.000)
thermal energy at 358 K = 0.0309 eV
thermal strain spread of one cell = 1.36 %
tunnelling crossover temperature = 38 K
uniform switching field = 12.4 MV/cm
breakdown field, rough input = 5 MV/cm
screening length = 0.01 nm, film = 10 nm
depolarizing field = 1.36 MV/cm
barrier with strain clamped at zero = 0.37647 eV
cells in a 10 nm spherical grain = 3907
coherent barrier of that grain = 1593 eV
```
